# Direct and Mirrored Self-Images in a Strongly Confined Multimode Interferometer: a program that tests the result

```python
"""Self-imaging in a strongly confined multimode interferometer (MMI).

Result under test: with beta_m = k - (m*pi/We)^2/(2k), m = 1, 2, ...,
an input is mirrored at Lambda = 4*n*We^2/wavelength and restored at 2*Lambda.
n: core (effective) index; k = n*k0; k0: vacuum wavenumber;
We = W + 2/(s*gamma0): effective width; W: physical width;
gamma0 = k0*sqrt(n^2-nc^2); nc: cladding index;
s = 1 for E parallel to the walls, (n/nc)^2 for E normal to the walls.
All lengths are in micrometres unless a name says otherwise.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq


def transverse_roots(k0, width, n_in, n_out, s):
    """Transverse wavenumbers of all guided modes of a symmetric slab."""
    gamma0 = k0 * np.sqrt(n_in**2 - n_out**2)

    def mismatch(kappa, m):
        gamma = np.sqrt(max(gamma0**2 - kappa**2, 0.0))
        return kappa * width + 2 * np.arctan2(kappa, s * gamma) - m * np.pi

    roots = []
    for m in range(1, int(np.ceil(gamma0 * width / np.pi)) + 1):
        upper = min(m * np.pi / width, gamma0)
        roots.append(brentq(mismatch, 0.0, upper, args=(m,),
                            xtol=1e-14, rtol=1e-14))
    return np.array(roots)


def grid_modes(k0, width, centre, n_in, n_out, normal_field, h, half_nodes):
    """Finite-volume modes of (p F')' + k0^2 p n^2 F = beta^2 p F."""
    mid = h * (np.arange(-half_nodes - 1, half_nodes + 1) + 0.5)
    n2 = np.where(abs(mid - centre) < width / 2, n_in**2, n_out**2)
    p = 1 / n2 if normal_field else np.ones_like(n2)
    weight = (p[:-1] + p[1:]) / 2
    source = k0**2 * ((p * n2)[:-1] + (p * n2)[1:]) / 2
    diagonal = (source - (p[:-1] + p[1:]) / h**2) / weight
    off = p[1:-1] / h**2 / np.sqrt(weight[:-1] * weight[1:])
    beta2, vectors = eigh_tridiagonal(
        diagonal, off, select='v',
        select_range=((k0 * n_out)**2, (k0 * n_in)**2))
    return np.sqrt(beta2[::-1]), vectors[:, ::-1], weight


def design(wavelength, n_si, n_ox, thickness, width, silicon_wall=False):
    """Effective index, wall factor, effective width and image length."""
    k0 = 2 * np.pi / wavelength
    vertical = transverse_roots(k0, thickness, n_si, n_ox, 1.0)
    n_eff = np.sqrt(n_si**2 - (vertical[0] / k0)**2)
    s = ((n_si if silicon_wall else n_eff) / n_ox)**2
    w_eff = width + 2 / (s * k0 * np.sqrt(n_eff**2 - n_ox**2))
    return n_eff, s, w_eff, 4 * n_eff * w_eff**2 / wavelength, len(vertical)


# Example: rough typical silicon-on-insulator values
wavelength, n_si, n_ox = 1.55, 3.48, 1.44
thickness, width, access_width, offset = 0.22, 6.0, 2.0, -1.5
k0 = 2 * np.pi / wavelength
n_eff, s, w_eff, image, vertical_count = design(
    wavelength, n_si, n_ox, thickness, width)
k = n_eff * k0
gamma0 = k0 * np.sqrt(n_eff**2 - n_ox**2)
photon_joule = const.h * const.c / (wavelength * 1e-6)
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
# Atomic-unit relation k0 = alpha*omega, converted back to 1/micrometre
k0_atomic = const.fine_structure * photon_joule / hartree / bohr * 1e-6
assert abs(k0_atomic / k0 - 1) < 1e-7
assert vertical_count == 1

# Mode equation against finite-difference diagonalization
vertical_beta, _, _ = grid_modes(
    k0, thickness, 0.0, n_si, n_ox, False, 0.001, 1000)
vertical_error = abs(vertical_beta[0] / k0 - n_eff)
assert vertical_error < 1e-4
kappa = transverse_roots(k0, width, n_eff, n_ox, s)
beta = np.sqrt(k**2 - kappa**2)
grid_beta, grid_vectors, grid_weight = grid_modes(
    k0, width, 0.0, n_eff, n_ox, True, 0.005, 1000)
lateral_error = np.max(abs(grid_beta[:12] - beta[:12])) / k0
assert lateral_error < 2e-4  # second-order grid error at the 12th mode

# Hard-wall paraxial propagation in polynomials vanishing at x = -1 and 1.
# The basis has unit stiffness matrix; no sine modes or m^2 law are assumed.
size = 90
x, quad = leggauss(200)
legendre = legvander(x, size + 1)
degree = np.arange(size)
basis = (legendre[:, :size] - legendre[:, 2:size + 2]) / np.sqrt(4*degree + 6)
mass = basis.T @ (quad[:, None] * basis)
mu, vec = eigh(mass)
mu, vec = mu[::-1], vec[:, ::-1]
rate = 2 / (k * w_eff**2 * mu)  # phase per micrometre of every mode
shapes = basis @ vec


def amplitudes(field):
    return shapes.T @ (quad * field) / mu


def propagate(field, z):
    return shapes @ (amplitudes(field) * np.exp(-1j * rate * z))


packet = (1 - x**2) * np.exp(-(x - 0.3)**2 / (2 * 0.12**2) + 4j * x)
mirror_error = np.max(abs(propagate(packet, image) + packet[::-1]))
direct_error = np.max(abs(propagate(packet, 2 * image) - packet))
centred = (1 - x**2) * np.exp(-x**2 / (2 * 0.12**2))
quarter_error = np.max(abs(propagate(centred, image / 4)
                           - np.exp(-1j * np.pi / 4) * centred))
assert max(mirror_error, direct_error, quarter_error) < 1e-5

# No other lengths: scan a generic packet and the three lowest modes
ratio = np.linspace(0, 2.2, 4401)
phases = np.exp(-1j * np.outer(ratio * image, rate[:40]))
a_in = amplitudes(packet)[:40]
a_mirror = amplitudes(packet[::-1])[:40]
norm = np.sum(mu[:40] * abs(a_in)**2)
f_direct = abs(phases @ (mu[:40] * abs(a_in)**2) / norm)**2
f_mirror = abs(phases @ (mu[:40] * a_in * a_mirror.conj()) / norm)**2
relative = phases[:, 1:3] / phases[:, :1]
gap_direct = np.max(abs(relative - np.array([1, 1])), axis=1)
gap_mirror = np.max(abs(relative - np.array([-1, 1])), axis=1)
near_even = np.minimum(abs(ratio), abs(ratio - 2)) < 0.03
near_odd = abs(ratio - 1) < 0.03
for hit, allowed, centres in (
        (f_direct > 0.9, near_even, (0, 2)), (f_mirror > 0.9, near_odd, (1,)),
        (gap_direct < 0.5, near_even, (0, 2)),
        (gap_mirror < 0.5, near_odd, (1,))):
    assert not np.any(hit & ~allowed)
    assert all(hit[np.argmin(abs(ratio - c))] for c in centres)
other_direct = np.max(f_direct[~near_even])
other_mirror = np.max(f_mirror[~near_odd])

# Next-order correction against roots of the full slab mode equation
order = np.arange(1, len(beta) + 1)
kappa0 = order * np.pi / w_eff
quadratic = k - kappa0**2 / (2 * k)
paraxial_term = -kappa0**4 / (8 * k**3)
wall_term = kappa0**4 * (1 - 2/(3*s**2)) / (s * k * gamma0**3 * w_eff)
quartic = paraxial_term + wall_term
correction_error = abs((beta - quadratic) / quartic - 1)
assert correction_error[0] < 0.01
assert np.all(correction_error[:6] < 0.10)  # next order grows as m^2
assert abs(wall_term[0]) < 0.1 * abs(paraxial_term[0])
beat_image = 3 * np.pi / (beta[0] - beta[1])


def beat_deviation(test_width):
    q = transverse_roots(k0, test_width, n_eff, n_ox, s)[:2]
    b = np.sqrt(k**2 - q**2)
    effective = test_width + 2 / (s * gamma0)
    return 1 - 3*np.pi / (b[0]-b[1]) / (4*n_eff*effective**2/wavelength)


scaling = beat_deviation(width) / beat_deviation(2 * width)
assert 3.5 < scaling < 4.5

# Image of the access-guide profile with full slab propagation constants
_, access_vectors, access_weight = grid_modes(
    k0, access_width, offset, n_eff, n_ox, True, 0.005, 1000)
profile = access_vectors[:, 0] * np.sqrt(grid_weight / access_weight)
profile /= np.linalg.norm(profile)
count = min(len(beta), len(grid_beta))
power = (grid_vectors[:, :count].T @ profile)**2
guided_power = np.sum(power)
parity = (-1.0)**np.arange(count)


def image_power(lengths, p, constants=beta):
    signs = parity if p % 2 else np.ones(count)
    phase = np.outer(np.atleast_1d(lengths), constants[:count] - constants[0])
    return abs(np.exp(1j * phase) @ (signs * power))**2


mirrored_power = image_power(image, 1)[0]
direct_power = image_power(2 * image, 2)[0]
quartic_power = image_power(image, 1, quadratic + quartic)[0]
assert abs(quartic_power - mirrored_power) < 0.05  # omitted sixth order
scan = np.linspace(0.9, 1.1, 4001) * image
curve = image_power(scan, 1)
peak = np.argmax(curve)
direct_scan = np.linspace(1.9, 2.1, 4001) * image
direct_curve = image_power(direct_scan, 2)
direct_peak = np.argmax(direct_curve)
assert scan[peak] < image and direct_scan[direct_peak] < 2 * image
assert curve[peak] > mirrored_power > 0.5
low = np.flatnonzero(curve < 0.9 * curve[peak])
left, right = low[low < peak].max(), low[low > peak].min()
window = scan[right] - scan[left]

# Neglected effects, using rough silicon coefficients
width_error, wave_step, heating = 0.02, 0.015, 50.0
index_slope, thermal_slope, loss_db_cm = -0.08, 1.8e-4, 2.0
shift_width = design(wavelength, n_si, n_ox, thickness,
                     width + width_error)[3] - image
shift_wave = design(wavelength + wave_step, n_si + index_slope * wave_step,
                    n_ox, thickness, width)[3] - image
shift_heat = design(wavelength, n_si + thermal_slope * heating,
                    n_ox, thickness, width)[3] - image
shift_wall = design(wavelength, n_si, n_ox, thickness, width, True)[3] - image
loss_db = loss_db_cm * image * 1e-4

print(f"vacuum wavelength: {wavelength:.3f} um")
print(f"photon energy: {photon_joule / const.e:.4f} eV")
print(f"rough silicon and oxide indices: {n_si:.2f}, {n_ox:.2f}")
print(f"silicon thickness and MMI width: {thickness:.2f}, {width:.2f} um")
print(f"access width and centre offset: {access_width:.2f}, {offset:.2f} um")
print(f"effective index n: {n_eff:.4f}")
print(f"core wavenumber k: {k:.4f} 1/um")
print(f"cladding decay gamma0: {gamma0:.4f} 1/um")
print(f"wall factor s: {s:.4f}")
print(f"effective width We: {w_eff:.4f} um")
print(f"mirrored image length: {image:.2f} um = {image*1e3:.0f} nm")
print(f"direct image length: {2*image:.2f} um = {2*image*1e3:.0f} nm")
print(f"symmetric-input image length: {image/4:.2f} um")
print(f"three beat lengths from slab roots: {beat_image:.2f} um")
print(f"beat-error ratio, width W to 2W: {scaling:.3f}")
print(f"guided lateral modes: {len(beta)}")
print(f"grid error of vertical index: {vertical_error:.1e}")
print(f"largest grid error of 12 lateral indices: {lateral_error:.1e}")
print(f"mirror, direct field errors: {mirror_error:.1e}, {direct_error:.1e}")
print(f"symmetric-image field error: {quarter_error:.1e}")
print(f"largest direct overlap away from 0, 2 Lambda: {other_direct:.3f}")
print(f"largest mirror overlap away from Lambda: {other_mirror:.3f}")
print(f"mode bound sqrt(k We/pi): {np.sqrt(k*w_eff/np.pi):.2f}")
print(f"wall/paraxial quartic ratio: {wall_term[0]/paraxial_term[0]:.4f}")
print("m; input power; phase lead at Lambda, slab and quartic (rad):")
for j in range(6):
    print(f"  {j+1}; {power[j]:.4f}; {(quadratic[j]-beta[j])*image:.4f}; "
          f"{-quartic[j]*image:.4f}")
print(f"input fraction in guided modes: {guided_power:.5f}")
print(f"mirrored-image power at Lambda: {mirrored_power:.4f}")
print(f"same from quartic constants: {quartic_power:.4f}")
print(f"best mirrored length: {scan[peak]:.2f} um")
print(f"mirrored-image power there: {curve[peak]:.4f}")
print(f"direct-image power at 2 Lambda: {direct_power:.4f}")
print(f"best direct length: {direct_scan[direct_peak]:.2f} um")
print(f"direct-image power there: {direct_curve[direct_peak]:.4f}")
print(f"length window above 90% of mirrored peak: {window:.2f} um")
print(f"Lambda shift, width +{width_error:.3f} um: {shift_width:+.2f} um")
print(f"rough silicon index slope: {index_slope:.2f} 1/um")
print(f"Lambda shift, wavelength +{wave_step:.3f} um: {shift_wave:+.2f} um")
print(f"rough silicon thermal index slope: {thermal_slope:.1e} 1/K")
print(f"Lambda shift, heating {heating:.0f} K: {shift_heat:+.2f} um")
print(f"Lambda shift, silicon index in wall factor: {shift_wall:+.2f} um")
print(f"rough propagation loss: {loss_db_cm:.1f} dB/cm")
print(f"loss over Lambda: {loss_db:.3f} dB")
print("no test failed")
```

Running it gives:

```
vacuum wavelength: 1.550 um
photon energy: 0.7999 eV
rough silicon and oxide indices: 3.48, 1.44
silicon thickness and MMI width: 0.22, 6.00 um
access width and centre offset: 2.00, -1.50 um
effective index n: 2.8514
core wavenumber k: 11.5585 1/um
cladding decay gamma0: 9.9762 1/um
wall factor s: 3.9208
effective width We: 6.0511 um
mirrored image length: 269.43 um = 269434 nm
direct image length: 538.87 um = 538869 nm
symmetric-input image length: 67.36 um
three beat lengths from slab roots: 268.78 um
beat-error ratio, width W to 2W: 3.883
guided lateral modes: 20
grid error of vertical index: 6.3e-06
largest grid error of 12 lateral indices: 3.6e-05
mirror, direct field errors: 2.4e-10, 2.2e-10
symmetric-image field error: 1.2e-13
largest direct overlap away from 0, 2 Lambda: 0.742
largest mirror overlap away from Lambda: 0.742
mode bound sqrt(k We/pi): 4.72
wall/paraxial quartic ratio: -0.0434
m; input power; phase lead at Lambda, slab and quartic (rad):
  1; 0.2663; 0.0015; 0.0015
  2; 0.4439; 0.0243; 0.0243
  3; 0.1595; 0.1238; 0.1228
  4; 0.0002; 0.3939; 0.3880
  5; 0.0645; 0.9698; 0.9474
  6; 0.0539; 2.0323; 1.9645
input fraction in guided modes: 0.99969
mirrored-image power at Lambda: 0.7816
same from quartic constants: 0.7859
best mirrored length: 265.04 um
mirrored-image power there: 0.9658
direct-image power at 2 Lambda: 0.6639
best direct length: 529.78 um
direct-image power there: 0.9025
length window above 90% of mirrored peak: 5.99 um
Lambda shift, width +0.020 um: +1.78 um
rough silicon index slope: -0.08 1/um
Lambda shift, wavelength +0.015 um: -3.27 um
rough silicon thermal index slope: 1.8e-04 1/K
Lambda shift, heating 50 K: +0.79 um
Lambda shift, silicon index in wall factor: -1.49 um
rough propagation loss: 2.0 dB/cm
loss over Lambda: 0.054 dB
no test failed
```
